# Comment on estimating pinhole leakage from the open area: verification in Python

```python
"""
Result under test: steady permeation through one open pinhole of radius a in a
tight film on a polymer of thickness L >> a is
    Q = 4 a L W0 / (1 - beta a/L),   beta = 2 ln2 / pi,
so it grows as the radius, not as the area.
W0 : transmission rate of the bare polymer (mass / area / time)
u  : vapour activity, 1 at the hole mouth and 0 on the back face
In the dimensionless tests the polymer permeability is 1 and the driving
activity is 1, so that W0 = 1/L and the deep-polymer flow is 4a.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

pi = np.pi
beta = 2 * np.log(2) / pi


def activity(r, z):
    """Closed solution below a hole of unit radius in a deep polymer."""
    s = r * r + z * z - 1
    xi = np.sqrt((s + np.sqrt(s * s + 4 * z * z)) / 2)
    return 1 - 2 / pi * np.arctan(xi)


def spreading_factor(x):
    """Q/(4a) for a/L = x, from the integral equation (hole radius 1)."""
    t, w = np.polynomial.legendre.leggauss(80)
    t, w = (t + 1) / 2, w / 2
    k, wk = np.polynomial.legendre.leggauss(300)
    k, wk = 10 * (k + 1), 10 * wk
    c = np.cos(x * np.outer(t, k))
    kernel = x * (c * (2 * wk / (1 + np.exp(2 * k)))) @ c.T
    phi = np.linalg.solve(np.eye(80) - 2 / pi * kernel * w,
                          np.full(80, 2 / pi))
    return pi / 2 * np.sum(w * phi)


def graded(length, first, growth=1.1):
    """Cell edges from 0 to length, finest at 0."""
    n = int(np.ceil(np.log(1 + length * (growth - 1) / first)
                    / np.log(growth)))
    s = growth ** np.arange(n + 1) - 1
    return length * s / s[-1]


def volume_flow(a, L, r_out, h=0.1, hole=1e4, film=1e-11, lateral=1.0):
    """Finite-volume flow through film (thickness h) with hole and polymer.

    hole, film: permeabilities relative to the polymer's through-plane value;
    lateral: in-plane polymer permeability. The side wall r_out is closed.
    """
    first = 1e-3 * min(a, L)
    r = np.concatenate([a - graded(a, first)[::-1],
                        a + graded(r_out - a, first)[1:]])
    z = np.concatenate([-graded(h, first)[::-1], graded(L, first)[1:]])
    dr, dz = np.diff(r), np.diff(z)
    rc, zc = (r[1:] + r[:-1]) / 2, (z[1:] + z[:-1]) / 2
    polymer = (zc > 0)[None, :]
    pz = np.where(polymer, 1.0, np.where((rc < a)[:, None], hole, film))
    pr = np.where(polymer, lateral, pz)
    ring = pi * (r[1:] ** 2 - r[:-1] ** 2)
    gz = ring[:, None] / (dz[:-1] / (2 * pz[:, :-1])
                          + dz[1:] / (2 * pz[:, 1:]))
    gr = 2 * pi * r[1:-1, None] * dz / (dr[:-1, None] / (2 * pr[:-1])
                                        + dr[1:, None] / (2 * pr[1:]))
    top = ring * 2 * pz[:, 0] / dz[0]
    bottom = ring * 2 * pz[:, -1] / dz[-1]
    diag = np.zeros(pz.shape)
    diag[:, :-1] += gz
    diag[:, 1:] += gz
    diag[:-1] += gr
    diag[1:] += gr
    diag[:, 0] += top
    diag[:, -1] += bottom
    idx = np.arange(pz.size).reshape(pz.shape)
    i = np.concatenate([idx[:, :-1].ravel(), idx[:-1].ravel()])
    j = np.concatenate([idx[:, 1:].ravel(), idx[1:].ravel()])
    g = np.concatenate([gz.ravel(), gr.ravel()])
    d = idx.ravel()
    matrix = coo_matrix((np.concatenate([-g, -g, diag.ravel()]),
                         (np.concatenate([i, j, d]),
                          np.concatenate([j, i, d])))).tocsc()
    rhs = np.zeros(pz.shape)
    rhs[:, 0] = top
    u = spsolve(matrix, rhs.ravel(), permc_spec="MMD_AT_PLUS_A")
    return np.sum(bottom * u.reshape(pz.shape)[:, -1])


# --- closed solution: equation, boundary values, flux ---
e = 1e-3
for r, z in [(0.4, 0.5), (1.3, 0.4), (2.0, 1.5)]:
    lap = ((activity(r + e, z) + activity(r - e, z) + activity(r, z + e)
            + activity(r, z - e) - 4 * activity(r, z)) / e ** 2
           + (activity(r + e, z) - activity(r - e, z)) / (2 * e * r))
    assert abs(lap) < 1e-4
for r in (0.0, 0.5, 0.9):
    assert abs(activity(r, 0.0) - 1) < 1e-7
    slope = (activity(r, 0.0) - activity(r, 1e-4)) / 1e-4
    assert abs(slope * pi * np.sqrt(1 - r * r) / 2 - 1) < 1e-3
for r in (1.2, 3.0):
    assert abs(activity(r, 1e-4) - activity(r, 0.0)) / 1e-4 < 1e-3


def hemisphere_flow(R):
    def integrand(th):
        s, c = np.sin(th), np.cos(th)
        grad = (activity((R + e) * s, (R + e) * c)
                - activity((R - e) * s, (R - e) * c)) / (2 * e)
        return -2 * pi * R * R * s * grad
    return quad(integrand, 0, pi / 2)[0]


flow_near, flow_far = hemisphere_flow(1.5), hemisphere_flow(5.0)
assert abs(flow_near - 4) < 1e-3 and abs(flow_far - 4) < 1e-3
print(f"deep-polymer flow / (permeability*a), R=1.5a: {flow_near:.4f}")
print(f"same through hemisphere R=5a: {flow_far:.4f}")
print(f"activity on axis at depth a, 10a: {activity(0., 1.):.3f}, "
      f"{activity(0., 10.):.3f}")

# --- finite thickness: integral equation, image formula, finite volumes ---
print(f"beta = 2 ln2/pi: {beta:.4f}")
for x in (0.05, 0.1, 0.2):
    assert abs(spreading_factor(x) - 1 / (1 - beta * x)) < 0.15 * x ** 3
print("a/L | Q/(4aLW0) | finite volumes | Q/(pi a^2 W0)")
for x in (0.05, 0.2, 1.0, 5.0):
    f = spreading_factor(x)
    fv = volume_flow(1.0, 1 / x, 1 + 6 / x) / 4
    assert abs(fv / f - 1) < 0.01      # mesh error of the hole edge
    print(f"{x:5.2f} | {f:.4f} | {fv:.4f} | {4 * f / (pi * x):.3f}")


def exponent(x):
    up, down = spreading_factor(1.01 * x), spreading_factor(x / 1.01)
    return 1 + np.log(up / down) / (2 * np.log(1.01))


low, high = exponent(0.005), exponent(10.0)
assert abs(low - 1) < 0.01 and 1.85 < high < 2
print(f"exponent of Q in a at a/L=0.005: {low:.3f}")
print(f"exponent of Q in a at a/L=10: {high:.3f}")
x10 = brentq(lambda x: 1 / spreading_factor(x) - 0.9, 0.01, 1)
print(f"a/L where 4aLW0 is 10 % too small: {x10:.3f}")
thick_ratio = volume_flow(1, 40, 240) / volume_flow(1, 20, 120)
assert 0.97 < thick_ratio < 1
print(f"flow ratio when L goes 20a -> 40a: {thick_ratio:.4f}")

# --- hole filled with polymer-like matter: series resistance bounds ---
resistance = 1 / volume_flow(1, 30, 180, h=1.0, hole=1.0)
image_term = np.log(2) / (2 * pi * 30)
lower = 1 / pi + 1 / 4 - image_term
upper = 1 / pi + 8 / (3 * pi ** 2) - image_term
assert lower < resistance < upper
print(f"filled hole h=a, resistance*permeability*a: {resistance:.4f}")
print(f"its lower and upper bounds: {lower:.4f}, {upper:.4f}")
deep = (volume_flow(2, 40, 240, h=20, hole=1.0)
        / volume_flow(1, 40, 240, h=20, hole=1.0))
open_hole = volume_flow(2, 40, 240) / volume_flow(1, 40, 240)
assert 3.7 < deep < 4 and 1.97 < open_hole < 2.06
print(f"radius a->2a, long filled hole (h=20a): flow x {deep:.3f}")
print(f"radius a->2a, open hole: flow x {open_hole:.3f}")

# --- crowded holes: one hole per closed cylindrical cell ---
cell = volume_flow(1, 700, 30)
series = 1 / (1 / 4 + 700 / (pi * 30 ** 2))
assert abs(cell / series - 1) < 0.04   # neglected term is of order a/r_cell
print(f"crowded holes, flow/(4aLW0), finite volumes: {cell / 4:.3f}")
print(f"crowded holes, same from series formula: {series / 4:.3f}")

# --- anisotropic polymer and slightly permeable film ---
aniso = volume_flow(1, 20, 240, lateral=4.0)
aniso_formula = 4 * np.sqrt(4.0) / (1 - beta / (20 * np.sqrt(4.0)))
assert abs(aniso / aniso_formula - 1) < 0.01
print(f"in-plane permeability x4: flow/(4aLW0) {aniso / 4:.3f}, "
      f"formula {aniso_formula / 4:.3f}")
leaky = volume_flow(1, 20, 120, film=5e-6)
film_part = pi * 120 ** 2 / (20 + 0.1 / 5e-6)
additive = film_part + 4 * spreading_factor(0.05)
assert abs(leaky / additive - 1) < 0.01
print(f"leaky film: total flow {leaky:.3f}, sum of parts {additive:.3f}")

# --- worked example: water through ALD alumina on PET, rough inputs ---
a, L, h = 0.5e-6, 100e-6, 25e-9        # m
W0 = 5.0                               # g/m2/day
density = 100 * 1e4                    # holes per m2
T = const.zero_Celsius + 38            # K
p_vapour = 0.9 * 6.6e3                 # Pa, rough saturation pressure 6.6 kPa
D_air = 2.6e-5                         # m2/s, rough, water vapour in air
molar_mass = 18.015e-3                 # kg/mol
print(f"EXAMPLE a = {a * 1e6:.2f} um, L = {L * 1e6:.0f} um, "
      f"h = {h * 1e9:.0f} nm")
print(f"W0 = {W0:.1f} g/m2/day, holes = {density / 1e4:.0f} per cm2, "
      f"T = {T:.2f} K")
q = 4 * a * L * W0 * spreading_factor(a / L)
q_area = pi * a * a * W0
print(f"leak per hole: {q:.3e} g/day")
print(f"area rule per hole: {q_area:.3e} g/day")
print(f"true leak / area rule: {q / q_area:.1f}")
W = density * q / (1 + density * q / W0)
print(f"leak per film area: {W:.3e} g/m2/day")
print(f"area rule per film area: {density * q_area:.3e} g/m2/day")
print(f"open area fraction, true: {density * pi * a * a:.3e}")
print(f"open area fraction inferred by area rule: {W / W0:.3e}")
q_half = 2 * a * L * W0 * spreading_factor(a / (2 * L))
print(f"leak after halving the radius / before: {q_half / q:.4f}")
q_big = 40 * a * L * W0 * spreading_factor(10 * a / L)
print(f"one hole of radius {10 * a * 1e6:.1f} um: {q_big:.3e} g/day")
print(f"100 holes of radius {a * 1e6:.1f} um / that one: "
      f"{100 * q / q_big:.2f}")

# sizes of neglected effects
vapour_density = p_vapour * molar_mass / (const.R * T) * 1e3   # g/m3
perm_gas = W0 * L / const.day / vapour_density                 # m2/s
speed = np.sqrt(8 * const.R * T / (pi * molar_mass))           # m/s


def gas_share(radius):
    """Gas-side resistance over spreading resistance in the polymer."""
    access = 1 / (4 * D_air * radius)
    orifice = 4 / (pi * radius ** 2 * speed)
    tube = h / (pi * radius ** 2 * (2 * radius * speed / 3))
    return (access + orifice + tube) * 4 * perm_gas * radius


assert gas_share(a) < 1e-3 and gas_share(5e-9) < 0.05
print(f"vapour density: {vapour_density:.1f} g/m3, "
      f"mean speed: {speed:.0f} m/s")
print(f"polymer permeability on gas basis: {perm_gas:.2e} m2/s")
print(f"finite-thickness correction: "
      f"{100 * (spreading_factor(a / L) - 1):.3f} %")
print(f"crowding correction 4naL: {100 * 4 * density * a * L:.3f} %")
print(f"gas-side resistance share, a = 0.5 um: {gas_share(a):.1e}")
print(f"gas-side resistance share, a = 5 nm: {gas_share(5e-9):.1e}")
filled = 4 * h / (pi * a)
print(f"polymer-like filling, added resistance: {100 * filled:.2f} %")
print(f"radius where such a filling takes half: {4 * h / pi * 1e9:.1f} nm")
print(f"in-plane/through-plane ratio 2: leak x {np.sqrt(2.0):.3f}")
print("all assertions hold")
```

It prints:

```
deep-polymer flow / (permeability*a), R=1.5a: 4.0000
same through hemisphere R=5a: 4.0000
activity on axis at depth a, 10a: 0.500, 0.063
beta = 2 ln2/pi: 0.4413
a/L | Q/(4aLW0) | finite volumes | Q/(pi a^2 W0)
 0.05 | 1.0225 | 1.0209 | 26.039
 0.20 | 1.0959 | 1.0943 | 6.977
 1.00 | 1.5958 | 1.5939 | 2.032
 5.00 | 4.6490 | 4.6473 | 1.184
exponent of Q in a at a/L=0.005: 1.002
exponent of Q in a at a/L=10: 1.916
a/L where 4aLW0 is 10 % too small: 0.229
flow ratio when L goes 20a -> 40a: 0.9889
filled hole h=a, resistance*permeability*a: 0.5765
its lower and upper bounds: 0.5646, 0.5848
radius a->2a, long filled hole (h=20a): flow x 3.853
radius a->2a, open hole: flow x 2.023
crowded holes, flow/(4aLW0), finite volumes: 0.514
crowded holes, same from series formula: 0.502
in-plane permeability x4: flow/(4aLW0) 2.019, formula 2.022
leaky film: total flow 6.336, sum of parts 6.350
EXAMPLE a = 0.50 um, L = 100 um, h = 25 nm
W0 = 5.0 g/m2/day, holes = 100 per cm2, T = 311.15 K
leak per hole: 1.002e-09 g/day
area rule per hole: 3.927e-12 g/day
true leak / area rule: 255.2
leak per film area: 1.002e-03 g/m2/day
area rule per film area: 3.927e-06 g/m2/day
open area fraction, true: 7.854e-07
open area fraction inferred by area rule: 2.004e-04
leak after halving the radius / before: 0.4994
one hole of radius 5.0 um: 1.023e-08 g/day
100 holes of radius 0.5 um / that one: 9.80
vapour density: 41.4 g/m3, mean speed: 605 m/s
polymer permeability on gas basis: 1.40e-10 m2/s
finite-thickness correction: 0.221 %
crowding correction 4naL: 0.020 %
gas-side resistance share, a = 0.5 um: 7.8e-06
gas-side resistance share, a = 5 nm: 6.8e-04
polymer-like filling, added resistance: 6.37 %
radius where such a filling takes half: 31.8 nm
in-plane/through-plane ratio 2: leak x 1.414
all assertions hold
```
